# Long-time diffusion on a one-dimensional lattice with random bond rates

An adatom on a crystal surface sometimes moves along a row of equivalent sites separated by unequal barriers. In rate theory, and in kinetic Monte Carlo, its motion is a random walk with given hop rates. This problem asks which average of those rates sets the spreading at long times.

Sites $n$ lie at $x_n=na$ and have equal energies. The walker hops across the bond between $n$ and $n+1$ with the same rate $w_n>0$ in both directions. Hops are independent of earlier hops, there is one walker, and the rates do not change in time. Write $\tau_n=1/w_n$. The diffusion coefficient $D$ is defined by $\langle\Delta x^2\rangle\to 2Dt$ at long times, where $\Delta x$ is the displacement since $t=0$.

In parts (a) to (c) the rates repeat with period $N$, $w_{n+N}=w_n$. The walker moves on the infinite periodic chain, and $\langle\cdot\rangle$ averages over its hops and over the $N$ starting sites of one cell. A bar denotes the mean over the bonds of a cell.

## (a) Stationary distribution and early spreading

**Show that a walker started uniformly in a cell stays uniformly distributed over the cell positions, and find $\langle\Delta x^2\rangle$ at early times.**

Let $P_{ij}(t)$ be the probability of being at $j$ at time $t$ after starting at $i$. For any function $f_n$ of the site, the mean rate of change when the walker is at $n$ is

$$(Lf)_n=w_n(f_{n+1}-f_n)+w_{n-1}(f_{n-1}-f_n).$$

As a matrix, $L$ has the element $w_n$ both at $(n,n+1)$ and at $(n+1,n)$, so it is symmetric. Hence $P=e^{Lt}$ is symmetric too, $P_{ij}=P_{ji}$. Probability is conserved, $\sum_jP_{ij}=1$, and symmetry then gives $\sum_iP_{ij}=1$. A uniform distribution over sites therefore stays uniform. By periodicity, so does the distribution of the position within the cell.

At early times, $w_nt\ll1$ for all bonds, at most one hop matters. From site $n$ it occurs with probability $(w_n+w_{n-1})t$ and gives $\Delta x^2=a^2$. Averaging over the starting site,

$$\langle\Delta x^2\rangle\simeq a^2(\bar w+\bar w)t=2a^2\bar w\,t .$$

The early spreading is set by the arithmetic mean rate. This need not persist, because a walker that has crossed a fast bond and meets a slower one next is more likely to go back than to go on.

## (b) A coordinate without drift

**The position $x$ has a local drift $a(w_n-w_{n-1})$ at site $n$. Find a relabelling $y_n$ of the sites that has no drift at any site and advances by $Na$ per cell. Calculate $\langle\Delta y^2\rangle$.**

The drift of $y$ at site $n$ is

$$(Ly)_n=w_n(y_{n+1}-y_n)-w_{n-1}(y_n-y_{n-1}).$$

It vanishes at every site if $w_n(y_{n+1}-y_n)=c$ with the same $c$ on every bond, so $y_{n+1}-y_n=c\tau_n$. One cell then has length $cN\bar\tau$, and setting this equal to $Na$ gives

$$c=\frac{a}{\bar\tau},\qquad y_{n+1}-y_n=\frac{a\,\tau_n}{\bar\tau}.$$

Slow bonds are stretched and fast bonds are shortened.

Now apply $L$ to $(y-y_i)^2$, where $i$ is the starting site. A hop to the right changes $y$ by $c\tau_n$, and one to the left by $-c\tau_{n-1}$. The mean rate of change at $n$ is

$$w_n\left[2(y_n-y_i)c\tau_n+c^2\tau_n^2\right]+w_{n-1}\left[-2(y_n-y_i)c\tau_{n-1}+c^2\tau_{n-1}^2\right].$$

Since $w_n\tau_n=1$, the terms linear in $c$ cancel, and $c^2(\tau_n+\tau_{n-1})$ remains. By part (a) the walker is uniformly distributed in the cell at every time, so the average of this is $2c^2\bar\tau$. Therefore

$$\frac{d}{dt}\langle\Delta y^2\rangle=2\frac{a^2}{\bar\tau^2}\bar\tau=\frac{2a^2}{\bar\tau},\qquad \langle\Delta y^2\rangle=\frac{2a^2}{\bar\tau}\,t .$$

This holds at all times, not only late ones.

## (c) The periodic chain

**Deduce the diffusion coefficient $D_N$ of the periodic chain, and find how $\langle\Delta x^2\rangle$ differs from $2D_Nt$ at finite time.**

Write $x_n=y_n+\chi_n$. Both $x$ and $y$ advance by $Na$ per cell, so $\chi$ is periodic and hence bounded. Then

$$\langle\Delta x^2\rangle=\langle\Delta y^2\rangle+2\langle\Delta y\,\Delta\chi\rangle+\langle\Delta\chi^2\rangle .$$

The cross term is

$$\langle\Delta y\,\Delta\chi\rangle=\frac1N\sum_{i\in\text{cell}}\sum_jP_{ij}(y_j-y_i)(\chi_j-\chi_i).$$

The part with $\chi_i$ vanishes because $y$ has no drift: $\sum_jP_{ij}(y_j-y_i)=0$. In the part with $\chi_j$, the summand is unchanged when $i$ and $j$ are both shifted by $N$, so $j$ may be restricted to the cell instead of $i$. With $P_{ij}=P_{ji}$ this part becomes

$$\frac1N\sum_{j\in\text{cell}}\chi_j\sum_iP_{ji}(y_j-y_i)=0,$$

again because $y$ has no drift, now for a walk started at $j$. Thus

$$\langle\Delta x^2\rangle=\frac{2a^2}{\bar\tau}t+\langle\Delta\chi^2\rangle .$$

The last term is bounded. Dividing by $2t$ and letting $t\to\infty$,

$$D_N=\frac{a^2}{\bar\tau}=\frac{a^2}{\frac1N\sum_n1/w_n}.$$

The inverse rates add like resistances in series, since every bond must be crossed. If all rates equal $w$, then $D_N=a^2w$. Otherwise the Cauchy–Schwarz inequality gives $1=\left(\overline{\sqrt w\sqrt\tau}\right)^2<\bar w\,\bar\tau$, so $D_N$ lies below the early value $a^2\bar w$.

As a test, take $a=1$ and the seven rates $1, 0.3, 2, 0.15, 0.8, 1.5, 0.5$. Their mean inverse is $2.202381$, so $D_N=0.454054$. The growth of the second moment between $t=100$ and $t=160$, calculated by diagonalizing the generator of a long piece of this chain, gives the same value to all eight printed digits. At $t=10^{-4}$, $\langle\Delta x^2\rangle/2t=0.8928$, against a mean rate of $0.8929$.

## (d) The infinite random chain

**Let the $w_n$ now be independent, with a common distribution confined to $0<w_{\min}\le w\le w_{\max}$. Find $D$, with $\langle\cdot\rangle$ now averaging over hops and over environments.**

Set $\bar\tau=\langle1/w\rangle$, start at $n=0$ with $y_0=0$, and keep $y_{n+1}-y_n=a\tau_n/\bar\tau$. The drift still vanishes, and as in (b)

$$\frac{d}{dt}\langle y^2\rangle=\frac{a^2}{\bar\tau^2}\langle\tau_{n(t)}+\tau_{n(t)-1}\rangle .$$

The environment affects where the walker goes, so the average on the right needs care. Shifting the environment by $j$ sites does not change its statistics. Hence

$$\langle\tau_{n(t)}\rangle=\sum_j\langle P_{0j}\tau_j\rangle=\sum_j\langle P_{-j,0}\tau_0\rangle=\Big\langle\tau_0\sum_jP_{0,-j}\Big\rangle=\bar\tau ,$$

where the third step uses the symmetry of $P$. The same holds for $\tau_{n(t)-1}$, so $\langle y^2\rangle=2a^2t/\bar\tau$ once more.

The remainder $\chi_n=x_n-y_n$ is no longer bounded. For $n>0$,

$$\chi_n=a\sum_{m=0}^{n-1}u_m,\qquad u_m=1-\frac{\tau_m}{\bar\tau},$$

and similarly for $n<0$. The $u_m$ are independent, bounded and of zero mean. In the expansion of $\langle\chi_n^8\rangle$, a product in which some $u_m$ occurs once averages to zero. The surviving products contain at most four different indices, and their number grows no faster than $n^4$. So $\langle\chi_n^8\rangle\le Ka^8n^4$ with a constant $K$.

Choose any $\delta>0$, and let $C$ be the largest excess of $|\chi_n|$ over $\delta a|n|$ in the given environment, or zero if there is none. Where there is an excess, $|\chi_n|/(\delta a|n|)>1$, so its square is at most $\chi_n^2\,[\chi_n/(\delta an)]^6$. Summing over all sites,

$$\langle C^2\rangle\le\sum_{n\ne0}\frac{\langle\chi_n^8\rangle}{(\delta a|n|)^6}\le\frac{Ka^2}{\delta^6}\sum_{n\neq0}\frac1{n^2}<\infty .$$

By construction $|\chi_n|\le\delta a|n|+C$. Each step of $y$ is at least $a\tau_{\min}/\bar\tau$, with $\tau_{\min}=1/w_{\max}$, so $a|n|\le|y_n|\bar\tau/\tau_{\min}$. With $(p+q)^2\le2p^2+2q^2$,

$$\frac{\langle\chi_{n(t)}^2\rangle}{t}\le2\delta^2\frac{\bar\tau^2}{\tau_{\min}^2}\,\frac{2a^2}{\bar\tau}+\frac{2\langle C^2\rangle}{t}.$$

Let $t\to\infty$ first and $\delta\to0$ afterwards: the left side tends to zero. The triangle inequality for root-mean-square values,

$$\left|\sqrt{\langle x^2\rangle}-\sqrt{\langle y^2\rangle}\right|\le\sqrt{\langle\chi^2\rangle},$$

divided by $\sqrt t$, then shows that $\langle x^2\rangle/t$ and $\langle y^2\rangle/t$ have the same limit:

$$D=\frac{a^2}{\langle1/w\rangle}.$$

The bounds on $w$ suffice for this proof; they are not claimed to be necessary. A finite $\langle1/w\rangle$ is essential to a nonzero result. If it is infinite, $\bar\tau$ of a periodic cell grows without limit as the cell is enlarged, and $D_N\to0$. The extreme case is a finite fraction of cut bonds, $w=0$, which confines the walker to a segment.

## (e) How long is a long time?

**Estimate the leading correction to $\langle\Delta x^2\rangle=2Dt$ in the random chain, and the scatter of $D_N$ between random channels of $N$ bonds.**

The split found in (c) holds for a ring of any size. With bounded rates, a walker does not notice the size of a sufficiently large ring in a fixed time, so $\langle\Delta x^2\rangle=2Dt+\langle\Delta\chi^2\rangle$ carries over. For a fixed site, independence of the $u_m$ gives

$$\langle\chi_n^2\rangle=a^2v|n|,\qquad v=\frac{\langle\tau^2\rangle-\bar\tau^2}{\bar\tau^2}.$$

To leading order, neglect the correlation between $\chi_n$ and the probability of ending at $n$, and take the final position as Gaussian with variance $2Dt$. Then $a\langle|n|\rangle\simeq\sqrt{2/\pi}\sqrt{2Dt}=2\sqrt{Dt/\pi}$, and

$$\frac{\langle\Delta x^2\rangle}{2Dt}\simeq1+\frac{2av\sqrt{Dt/\pi}}{2Dt}=1+\frac{av}{\sqrt{\pi Dt}} .$$

The excess decays only as $t^{-1/2}$. The neglect of correlation is an approximation, so it was tested on rings of 200,000 bonds. For rates $1$ and $0.5$ with equal probability, at $t=2000$, the calculated $\langle\Delta\chi^2\rangle$ on one such ring is $1.015$ times the estimate. This ratio varies by about $0.015$ from one random ring of this size to another, so the estimate is confirmed to within about $2\,\%$.

For the scatter, $D_N=a^2/\bar\tau_N$, where $\bar\tau_N$ is the mean of $N$ independent values with relative standard deviation $\sqrt{v/N}$. For small fluctuations $\delta D_N/D_N\simeq-\delta\bar\tau_N/\bar\tau_N$, so $D_N$ has the same relative scatter, $\sqrt{v/N}$.

## (f) Unequal site energies

**Let the sites of a periodic chain have energies $E_n$, with rates obeying detailed balance. Find $D$. What happens if the $E_n$ are $\pm\varepsilon$ with equal frequency while the saddle energies stay fixed?**

Let $\pi_n=e^{-E_n/kT}$. Detailed balance means that $\pi_nw_{n\to n+1}=\pi_{n+1}w_{n+1\to n}\equiv g_n$. The rates from site $n$ are $g_n/\pi_n$ to the right and $g_{n-1}/\pi_n$ to the left. Take $y_{n+1}-y_n=c/g_n$. The drift at $n$ is $(c-c)/\pi_n=0$, and the cell length requires $c=a/\overline{1/g}$. Start from the stationary distribution $\pi_n/\sum_m\pi_m$. Then

$$\frac{d}{dt}\langle\Delta y^2\rangle=\sum_n\frac{\pi_n}{\sum_m\pi_m}\,\frac{c^2}{\pi_n}\left(\frac1{g_n}+\frac1{g_{n-1}}\right)=\frac{2c^2\,\overline{1/g}}{\bar\pi}.$$

As $x-y$ is again bounded, inserting $c$ gives

$$D=\frac{a^2}{\bar\pi\;\overline{1/g}} .$$

With the seven rates of (c) as $g_n$ and weights $\pi_n=1, 2.5, 0.6, 1.4, 0.8, 1.9, 0.5$, the second moment and this formula both give $0.365331$.

For an attempt frequency $\nu$ and saddle energy $S_n$, $w_{n\to n+1}=\nu e^{-(S_n-E_n)/kT}$, so $g_n=\nu e^{-S_n/kT}$ does not contain the site energies. They enter through $\bar\pi=\cosh(\varepsilon/kT)$ alone, and $D$ is multiplied by $1/\cosh(\varepsilon/kT)$. The walker loses time in the deep sites.

## (g) A silver adatom on Ag(110)

**The close-packed atom rows of Ag(110) form channels for an adatom. Take $a=0.29$ nm, $\nu=2\times10^{12}$ Hz and an in-channel barrier of $0.30$ eV, with $20\,\%$ of the bonds, chosen at random, having $0.33$ eV. Find $D$ at 150 K, its effective activation energy and the time needed to reach it. Assess some of the neglected effects.**

With $kT=0.012926$ eV, $w=\nu e^{-E/kT}$ gives $166.5\ \mathrm{s^{-1}}$ for fast bonds and $16.35\ \mathrm{s^{-1}}$ for slow ones. Then

$$\langle1/w\rangle=\frac{0.8}{166.5}+\frac{0.2}{16.35}=0.00480+0.01223=0.01704\ \mathrm{s},$$

$$D=\frac{(0.29)^2}{0.01704}=4.94\ \mathrm{nm^2/s}=4.94\times10^{-14}\ \mathrm{cm^2/s}.$$

The arithmetic mean rate would give $11.5\ \mathrm{nm^2/s}$, too large by a factor of $2.3$. At 300 K the rates differ less, and the factor is $1.24$.

For the activation energy, put $\beta=1/kT$ and $\tau=e^{\beta E}/\nu$ in $\ln D=\ln a^2-\ln\langle\tau\rangle$:

$$E_{\rm eff}=-\frac{d\ln D}{d\beta}=\frac{\langle\tau E\rangle}{\langle\tau\rangle}=\frac{0.00480\times0.30+0.01223\times0.33}{0.01704}\ \mathrm{eV}=0.32\ \mathrm{eV}.$$

The slow fifth of the bonds supplies 72 % of $\langle\tau\rangle$. At 300 K, $E_{\rm eff}$ is $0.313$ eV, so an Arrhenius plot is slightly curved.

Here $v=1.677$. Setting the leading excess of (e) to $5\,\%$,

$$t=\frac{(av/0.05)^2}{\pi D}=\frac{(0.29\times1.677/0.05)^2}{\pi\times4.94}\ \mathrm{s}=6.1\ \mathrm{s},$$

about a thousand times the inverse fast rate. This time applies to the average over starting sites and environments. Around a single starting site the walker samples only some tens of bonds by then, and its mean square displacement can still differ from $2Dt$ by well over $5\,\%$. At that time the ring calculation gives $\langle\Delta x^2\rangle/2Dt=1.052$. Kinetic Monte Carlo with 20,000 walkers on the same ring gives $1.030\pm0.011$, about two standard errors lower. The two are compatible, but at this noise level the simulation only roughly resolves a $5\,\%$ excess. The arithmetic mean, which would require a ratio near $2.3$, is excluded. Channels of 400 sites scatter by $\sqrt{1.677/400}=6.5\,\%$ in $D_N$, and 5000 sampled channels show the same.

Four neglected effects are estimated here for the same parameters. The list is not complete: long jumps, which carry an adatom across two or more bonds at once, are left out, and adding them to the single hops would raise $D$.

- **Unequal sites.** Energies of $\pm10$ meV at fixed saddles multiply $D$ by $0.76$ at 150 K and by $0.93$ at 300 K.
- **Bypass.** An adatom can avoid a slow bond by changing channel. With a cross-channel barrier of $0.40$ eV and the same $\nu$, a random sheet of 80 channels by 400 sites gives a $D$ along the channels about $4\,\%$ above the one-dimensional formula at both temperatures. At 150 K the mean time to change channel is about $7$ s, close to the $6.1$ s found above. That time therefore holds for isolated channels only: on the sheet, $\langle\Delta x^2\rangle/2Dt$ is somewhat higher at $6.1$ s and levels off near $1.04$ instead of $1$.
- **Tunnelling.** The leading Wigner factor $1+(h\nu/kT)^2/24$, with the barrier frequency taken equal to $\nu$, is $1.017$ at 150 K. Zero-point motion in a well of frequency $\nu$ contributes a factor of the same size, so the two together give about $1.035$.
- **Other adatoms.** At a deposition flux of $10^{-4}$ monolayers per second, a stretch of $2\sqrt{2Dt}/a\approx54$ sites, somewhat wider than the walker covers on average in $6.1$ s, receives in that time $10^{-4}\times6.1\times54\approx0.03$ new atoms. A flux a hundred times larger would bring about three, and the single-walker picture would fail before the long-time limit was reached.

Beside the real surface, the barriers and attempt frequency are rough typical values, while the fraction and height of the slow bonds are model choices. The absolute $D$ is therefore an order of magnitude at best: $0.03$ eV on a barrier changes its rate tenfold at 150 K. Of the corrections to $D$ calculated here, with the magnitudes assumed, that for unequal site energies is the largest. A defect that raises a saddle can be expected to shift the neighbouring sites too, and equal numbers of sites at $+10$ and $-10$ meV already cost a quarter of $D$ at 150 K. The formula also relies on the channels: on a surface where hops in both directions are comparably easy, slow bonds can be bypassed, and the mean inverse rate no longer sets $D$. The remaining values are in the numerical output.

## Table of computed values

```
SMALL PERIODIC CHAIN (a = 1, time unit arbitrary)
bond rates: [1.   0.3  2.   0.15 0.8  1.5  0.5 ]
mean inverse rate: 2.202381
D from second moment: 0.45405405
D from formula: 0.45405405
short-time <dx^2>/2t: 0.89279
mean rate: 0.89286
site weights: [1.  2.5 0.6 1.4 0.8 1.9 0.5]
unequal sites, D direct: 0.36533085
unequal sites, D formula: 0.36533085
EXAMPLE INPUTS
spacing: 0.29 nm; attempt frequency: 2.0e+12 Hz
barriers fast, slow: 0.30, 0.33 eV
cross-channel barrier: 0.40 eV
fraction of slow bonds: 0.20
AT 150 K
kT: 0.012926 eV
fast rate: 1.6652e+02 1/s
slow rate: 1.6350e+01 1/s
mean inverse rate: 1.7037e-02 s
D: 4.9364e+00 nm^2/s = 4.9364e-14 cm^2/s
a^2 <w> (wrong average): 1.1479e+01 nm^2/s
wrong / right: 2.325
v: 1.6771
effective activation energy: 0.3215 eV
cross rate / fast rate: 4.367e-04
D with bypass / D: 1.038
D factor, sites +-10 meV: 0.761
Wigner tunnelling factor: 1.0171
AT 300 K
kT: 0.025852 eV
fast rate: 1.8250e+07 1/s
slow rate: 5.7184e+06 1/s
mean inverse rate: 7.8812e-08 s
D: 1.0671e+06 nm^2/s = 1.0671e-08 cm^2/s
a^2 <w> (wrong average): 1.3240e+06 nm^2/s
wrong / right: 1.241
v: 0.3714
effective activation energy: 0.3133 eV
cross rate / fast rate: 2.090e-02
D with bypass / D: 1.039
D factor, sites +-10 meV: 0.930
Wigner tunnelling factor: 1.0043
APPROACH TO THE LIMIT, 150 K
time for 5 % leading excess: 6.101 s
same time x fast rate: 1016.0
explored stretch, 2 rms: 53.5 sites
<dx^2>/2Dt then, ring calculation: 1.0524
<dx^2>/2Dt then, KMC: 1.0304 +- 0.0105
KMC walkers: 20000; ring bonds: 200000
excess / leading law, weak disorder: 1.015
excess / leading law, example: 1.036
D scatter, 400 sites, sampled: 0.0645
D scatter, sqrt(v/N): 0.0648
deposition flux: 1e-04 monolayer/s
arrivals in stretch in that time: 0.0327
```
